# Carbon-Silicon Cross-Diffusivity in Austenite from the Carbon Isoactivity Line: verification in Python

```python
"""
Result under test: for mobile carbon and frozen silicon in austenite, with the
carbon flux driven only by the gradient of its own chemical potential,
    D_CSi / D_CC = -(d c_C / d c_Si) along a line of constant carbon activity.
Symbols: u = C atoms per metal atom, s = Si atoms per metal atom (metal = Fe+Si),
ln a = carbon chemical potential / RT up to a constant,
e_CC, e_CSi = interaction parameters, D_star = carbon jump diffusivity (cm2/s),
D_Si = silicon diffusivity (cm2/s). Lengths in cm, times in s.
Material parameters are round values in the rough range of Fe-Si-C austenite.
"""
import numpy as np
import mpmath as mp
from scipy.constants import R, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

T_C = 1050.0
RT = R * (T_C + zero_Celsius)
e_CC, e_CSi = 7.0, 10.0
D_star, D_Si = 3e-7, 2e-11
u0, s_left = 0.02, 0.04
s_mid = s_left / 2
days = 10.0
t_end = days * 86400.0
M_C, M_Si, M_Fe = 12.011, 28.085, 55.845     # g/mol


def interaction(u, s, q=0.0):
    """Interaction part of ln a; q is an optional higher-order term."""
    return e_CC * u + e_CSi * s + q * u * s


def ln_a(u, s, q=0.0):
    return np.log(u / (1 - u)) + interaction(u, s, q)


def ratio_formula(u):
    return e_CSi * u * (1 - u) / (1 + e_CC * u * (1 - u))


# --- Activity law against derivatives of the total Gibbs energy (units RT) ---
def gibbs(n_c, n_si, n_fe):
    n = n_si + n_fe
    u, s = n_c / n, n_si / n
    mix = u * mp.log(u) + (1 - u) * mp.log(1 - u)
    mix += s * mp.log(s) + (1 - s) * mp.log(1 - s)
    return n * (mix + e_CC * u**2 / 2 + e_CSi * u * s)


point = (mp.mpf(u0), mp.mpf(s_mid), 1 - mp.mpf(s_mid))
mu_C = float(mp.diff(gibbs, point, (1, 0, 0)))
mu_SiFe = float(mp.diff(gibbs, point, (0, 1, 0)) - mp.diff(gibbs, point, (0, 0, 1)))
assert abs(mu_C - ln_a(u0, s_mid)) < 1e-6
assert abs(mu_SiFe - (np.log(s_mid / (1 - s_mid)) + e_CSi * u0)) < 1e-6


# --- Diffusivities measured from jumps between two neighbouring planes ---
def jump_flux(u1, s1, u2, s2, q=0.0, barrier=0.0):
    """Net carbon jumps 1 -> 2, obeying detailed balance, unit jump frequency."""
    half = (interaction(u1, s1, q) - interaction(u2, s2, q)) / 2
    rate = np.exp(-barrier * (s1 + s2) / 2)
    return rate * (u1 * (1 - u2) * np.exp(half) - u2 * (1 - u1) * np.exp(-half))


def measured_D(u, s, q=0.0, barrier=0.0, h=1e-5):
    d_cc = jump_flux(u + h / 2, s, u - h / 2, s, q, barrier) / h
    d_cs = jump_flux(u, s + h / 2, u, s - h / 2, q, barrier) / h
    return d_cc, d_cs


def traced_slope(u, s, q=0.0, h=1e-4):
    """Slope du/ds of the isoactivity line, found by root search."""
    level = ln_a(u, s, q)
    ends = [brentq(lambda v: ln_a(v, s + k * h, q) - level, u / 2, 2 * u,
                   xtol=1e-15, rtol=1e-14) for k in (-1, 1)]
    return (ends[1] - ends[0]) / (2 * h)


for u_test in (0.01, 0.02, 0.05):
    for q_test in (0.0, 40.0):
        for barrier_test in (0.0, 15.0):
            d_cc, d_cs = measured_D(u_test, s_mid, q_test, barrier_test)
            slope_test = traced_slope(u_test, s_mid, q_test)
            assert abs(d_cs / d_cc + slope_test) < 1e-5 * abs(slope_test)

d_cc, d_cs = measured_D(u0, s_mid)
slope = traced_slope(u0, s_mid)
assert abs(d_cc - (1 + e_CC * u0 * (1 - u0))) < 1e-6
assert abs(d_cs - e_CSi * u0 * (1 - u0)) < 1e-6
assert abs(ratio_formula(u0) + slope) < 1e-6
d_cc_barrier = measured_D(u0, s_mid, barrier=15.0)[0]
assert d_cc_barrier < 0.9 * d_cc             # mobility changes, ratio did not


# --- The same law in weight per cent ---
def to_wt(u, s):
    mass = M_C * u + M_Si * s + M_Fe * (1 - s)
    return 100 * M_C * u / mass, 100 * M_Si * s / mass


def from_wt(w_c, w_si):
    n_c, n_si = w_c / M_C, w_si / M_Si
    n_metal = n_si + (100 - w_c - w_si) / M_Fe
    return n_c / n_metal, n_si / n_metal


wC, wSi = to_wt(u0, s_mid)
h = 1e-3
flux_c = jump_flux(*from_wt(wC + h / 2, wSi), *from_wt(wC - h / 2, wSi))
flux_si = jump_flux(*from_wt(wC, wSi + h / 2), *from_wt(wC, wSi - h / 2))
ratio_wt = flux_si / flux_c
level = ln_a(u0, s_mid)
w_ends = [brentq(lambda w: ln_a(*from_wt(w, wSi + k * h)) - level, wC / 2, 2 * wC,
                 xtol=1e-14, rtol=1e-14) for k in (-1, 1)]
slope_wt = (w_ends[1] - w_ends[0]) / (2 * h)
assert abs(ratio_wt + slope_wt) < 1e-5 * abs(slope_wt)

# --- Interface values predicted for a frozen silicon step ---
shift = brentq(lambda d: ln_a(u0 + d, 0.0) - ln_a(u0 - d, s_left), 0, 0.9 * u0)
u_L, u_R = u0 - shift, u0 + shift
D_CC, D_CSi = D_star * d_cc, D_star * d_cs
transfer = shift * 2 * np.sqrt(D_CC * t_end / np.pi)

# --- Finite-volume couple; silicon spreads slowly, carbon follows grad ln a ---
n_cells, half_length, stretch = 400, 4.0, 7.0
faces = half_length * np.sinh(stretch * np.linspace(-1, 1, n_cells + 1))
faces /= np.sinh(stretch)
width = np.diff(faces)
x = (faces[1:] + faces[:-1]) / 2


def silicon(t):
    return s_left / 2 * erfc(x / (2 * np.sqrt(D_Si * max(t, 1e-3))))


def face_flux(t, u):
    resistance = width / (2 * D_star * u * (1 - u))
    return -np.diff(ln_a(u, silicon(t))) / (resistance[1:] + resistance[:-1])


def rate_of_change(t, u):
    flux = np.concatenate(([0.0], face_flux(t, u), [0.0]))
    return -np.diff(flux) / width


run = solve_ivp(rate_of_change, (0, t_end), np.full(n_cells, u0), method="LSODA",
                lband=1, uband=1, rtol=1e-7, atol=1e-10, t_eval=[t_end])
assert run.success
u_end, s_end = run.y[:, -1], silicon(t_end)
left, right = n_cells // 2 - 1, n_cells // 2
u_min, u_max = u_end[:right].min(), u_end[right:].max()
transfer_num = np.sum((u_end - u0)[right:] * width[right:])
joint_flux = face_flux(t_end, u_end)[left]
joint_gradient = (u_end[right] - u_end[left]) / (x[right] - x[left])
path_slope = (u_end[right] - u_end[left]) / (s_end[right] - s_end[left])
u_joint = (u_end[right] + u_end[left]) / 2
L_Si = np.sqrt(D_Si * t_end)
L_C = np.sqrt(D_CC * t_end)
activity = ln_a(u_end, s_end)
residual = np.interp(-4 * L_Si, x, activity) - np.interp(4 * L_Si, x, activity)
initial_step = e_CSi * s_left

assert abs(np.sum((u_end - u0) * width)) < 1e-6           # carbon conserved
assert abs(u_end[0] - u0) < 1e-5 and abs(u_end[-1] - u0) < 1e-5   # ends not reached
# 1.5 %: the prediction takes equal D_CC on both sides and a sharp silicon step
assert abs(u_min / u_L - 1) < 0.015 and abs(u_max / u_R - 1) < 0.015
assert abs(transfer_num / transfer - 1) < 0.04            # same two approximations
assert joint_flux > 0 and joint_gradient > 0              # uphill at the joint
# 2 %: carbon still flows, so the path leaves the isoactivity line slightly
assert abs(path_slope / -ratio_formula(u_joint) - 1) < 0.02
assert 0 < residual < 0.04 * initial_step

# --- Sizes of neglected effects ---
g_uu = 1 / (u0 * (1 - u0)) + e_CC
g_ss = 1 / (s_mid * (1 - s_mid))
L_CC, L_SS = D_CC / g_uu, D_Si / g_ss
L_max = np.sqrt(L_CC * L_SS)                 # bound from positive dissipation
ratio_cross = [(L_CC * e_CSi + k * L_max * g_ss) / (L_CC * g_uu + k * L_max * e_CSi)
               for k in (-1, 1)]
cross_change = max(abs(r / ratio_formula(u0) - 1) for r in ratio_cross)
stress_MPa, V_C, V_metal = 20.0, 4.5, 7.3    # rough; volumes in cm3/mol
stress_effect = stress_MPa * V_C / RT        # MPa cm3/mol = J/mol
swelling = V_C / V_metal * (u_R - u_L)
D_side = [D_star * measured_D(u, s)[0] for u, s in ((u_L, s_left), (u_R, 0.0))]

wt_L0, wt_R0 = to_wt(u0, s_left), to_wt(u0, 0.0)
print(f"Temperature: {T_C:.0f} C; RT = {RT/1000:.3f} kJ/mol; time {days:.0f} days")
print(f"Interaction parameters e_CC, e_CSi: {e_CC:.1f}, {e_CSi:.1f}")
print(f"Inputs D_star, D_Si: {D_star:.2e}, {D_Si:.2e} cm2/s")
print(f"Initial C per metal atom, both sides: {u0:.4f}")
print(f"Si per metal atom, left / middle / right: {s_left:.3f} / {s_mid:.3f} / 0")
print(f"Initial left steel: {wt_L0[0]:.3f} wt% C, {wt_L0[1]:.3f} wt% Si")
print(f"Initial right steel: {wt_R0[0]:.3f} wt% C, 0 wt% Si")
print("Reference point for the next lines: u = 0.02, s = 0.02"
      if (u0, s_mid) == (0.02, 0.02) else f"Reference: {u0}, {s_mid}")
print(f"u(1-u): {u0*(1-u0):.4f}")
print(f"D_CC from jumps: {D_CC:.4e} cm2/s")
print(f"D_CSi from jumps: {D_CSi:.4e} cm2/s")
print(f"Ratio D_CSi/D_CC from jumps: {d_cs/d_cc:.5f}")
print(f"Traced isoactivity slope du/ds: {slope:.5f}")
print(f"Reference point in wt%: {wC:.4f} C, {wSi:.4f} Si")
print(f"Ratio D_CSi/D_CC in wt% variables: {ratio_wt:.5f}")
print(f"Traced isoactivity slope in wt% variables: {slope_wt:.5f}")
print(f"D_CC with Si-dependent barrier (factor exp(-15 s)): "
      f"{D_star*d_cc_barrier:.4e} cm2/s")
print(f"Initial step of ln a at joint: {initial_step:.3f}")
print(f"Predicted interface C per metal atom, left: {u_L:.5f}")
print(f"Predicted interface C per metal atom, right: {u_R:.5f}")
print(f"Same in wt% C, left / right: {to_wt(u_L, s_left)[0]:.3f} / "
      f"{to_wt(u_R, 0.0)[0]:.3f}")
print(f"Computed minimum left / maximum right of u: {u_min:.5f} / {u_max:.5f}")
print(f"Predicted transfer (u times length): {transfer*1e4:.2f} um")
print(f"Computed transfer (u times length): {transfer_num*1e4:.2f} um")
print(f"Diffusion length sqrt(Dt), carbon: {L_C*10:.2f} mm")
print(f"Diffusion length sqrt(Dt), silicon: {L_Si*1e4:.1f} um")
print(f"Carbon flux at joint / metal density: {joint_flux:.3e} cm/s (to the right)")
print(f"Carbon gradient du/dx at joint: {joint_gradient:.4f} 1/cm (rises to right)")
print(f"C per metal atom at joint: {u_joint:.5f}")
print(f"Computed path slope du/ds at joint: {path_slope:.5f}")
print(f"Isoactivity slope at same composition: {-ratio_formula(u_joint):.5f}")
print(f"Remaining ln a difference across Si zone: {residual:.5f}")
print(f"Neglected: largest change of ratio by L_CSi, mid-zone: {100*cross_change:.2f} %")
print(f"Neglected: Si/C diffusion length ratio: {100*L_Si/L_C:.2f} %")
print(f"Rough inputs: stress {stress_MPa:.0f} MPa, V_C {V_C:.1f}, "
      f"V_metal {V_metal:.1f} cm3/mol")
print(f"Neglected: stress shift of ln a: {stress_effect:.4f} "
      f"({100*stress_effect/initial_step:.1f} % of initial step)")
print(f"Neglected: volume difference from C across joint: {100*swelling:.2f} %")
print(f"D_CC at interface, left / right: {D_side[0]:.3e} / {D_side[1]:.3e} cm2/s")
print("checks complete")
```

Running it gives:

```
Temperature: 1050 C; RT = 11.001 kJ/mol; time 10 days
Interaction parameters e_CC, e_CSi: 7.0, 10.0
Inputs D_star, D_Si: 3.00e-07, 2.00e-11 cm2/s
Initial C per metal atom, both sides: 0.0200
Si per metal atom, left / middle / right: 0.040 / 0.020 / 0
Initial left steel: 0.437 wt% C, 2.043 wt% Si
Initial right steel: 0.428 wt% C, 0 wt% Si
Reference point for the next lines: u = 0.02, s = 0.02
u(1-u): 0.0196
D_CC from jumps: 3.4116e-07 cm2/s
D_CSi from jumps: 5.8800e-08 cm2/s
Ratio D_CSi/D_CC from jumps: 0.17235
Traced isoactivity slope du/ds: -0.17235
Reference point in wt%: 0.4326 C, 1.0115 Si
Ratio D_CSi/D_CC in wt% variables: 0.06838
Traced isoactivity slope in wt% variables: -0.06838
D_CC with Si-dependent barrier (factor exp(-15 s)): 2.5274e-07 cm2/s
Initial step of ln a at joint: 0.400
Predicted interface C per metal atom, left: 0.01658
Predicted interface C per metal atom, right: 0.02342
Same in wt% C, left / right: 0.363 / 0.501
Computed minimum left / maximum right of u: 0.01664 / 0.02333
Predicted transfer (u times length): 20.94 um
Computed transfer (u times length): 20.76 um
Diffusion length sqrt(Dt), carbon: 5.43 mm
Diffusion length sqrt(Dt), silicon: 41.6 um
Carbon flux at joint / metal density: 1.201e-09 cm/s (to the right)
Carbon gradient du/dx at joint: 0.4588 1/cm (rises to right)
C per metal atom at joint: 0.01973
Computed path slope du/ds at joint: -0.16904
Isoactivity slope at same composition: -0.17034
Remaining ln a difference across Si zone: 0.00698
Neglected: largest change of ratio by L_CSi, mid-zone: 4.03 %
Neglected: Si/C diffusion length ratio: 0.77 %
Rough inputs: stress 20 MPa, V_C 4.5, V_metal 7.3 cm3/mol
Neglected: stress shift of ln a: 0.0082 (2.0 % of initial step)
Neglected: volume difference from C across joint: 0.42 %
D_CC at interface, left / right: 3.342e-07 / 3.480e-07 cm2/s
checks complete
```
